\section*{Vanishing velocity vertex corrections and alloy resistivity in the single-band CPA}

\section{A weakly disordered chain}

Take a chain with one orbital per site, hopping $-t$ between neighbours and lattice constant 1. With $e=\hbar=1$, its band and velocity are
\begin{equation}
\varepsilon_k=-2t\cos k,\qquad v_k=\frac{d\varepsilon_k}{dk}=2t\sin k .
\end{equation}
Add independent random site levels $u_i$ with $\langle u_i\rangle=0$ and $\langle u_iu_j\rangle=s^2\delta_{ij}$. Conduction requires the average of $G(z_1)vG(z_2)$, where $G(z)=(z-H)^{-1}$. Write $U=\sum_i u_i|i\rangle\langle i|$, let $G_0$ be the clean resolvent, and expand
\[
G=G_0+G_0UG_0+G_0UG_0UG_0+\cdots .
\]

At second order, both factors $U$ may stand on the same side of $v$. Those terms correct the average of one resolvent. The remaining term has one $U$ on each side, and its average is
\begin{equation}
G_0(z_1)\Big[s^2\sum_i|i\rangle\langle i|G_0(z_1)vG_0(z_2)|i\rangle\langle i|\Big]G_0(z_2).
\end{equation}
The bracket is the lowest vertex correction. Its site element is
\begin{equation}
\langle i|G_0(z_1)vG_0(z_2)|i\rangle
=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,
\frac{2t\sin k}{(z_1-\varepsilon_k)(z_2-\varepsilon_k)}=0,
\end{equation}
because the numerator is odd in $k$ and the denominator is even. To second order, then, the average of the product is the product of the averages with $v$ between them.

A site scatterer sends an electron equally into $k$ and $-k$, so the scattered wave carries no memory of the incoming velocity. For an even vertex such as $\cos k$, parity in $k$ does not force the correction to vanish. The question is whether the result survives strong scattering when each site is treated in full.

\section{One site in an effective medium}

Now let the band $\varepsilon(\mathbf k)$ belong to any Bravais lattice, still with one orbital per site and fixed hopping. The site level $u$ is 0 for atom A, with probability $1-x$, and $\delta$ for atom B, with probability $x$. Different sites are independent.

The coherent-potential approximation (CPA) replaces the levels by a site-diagonal self-energy $\Sigma(z)$:
\begin{equation}
\bar G(\mathbf k,z)=\frac1{z-\Sigma(z)-\varepsilon(\mathbf k)},\qquad
F(z)=\langle\bar G\rangle_{\mathbf k}.
\end{equation}
Here $\langle\cdots\rangle_{\mathbf k}$ is the average over the Brillouin zone. Restore the true level on one site. The perturbation there is $u-\Sigma$, and summing repeated scattering gives the local resolvent
\begin{equation}
g=F+F(u-\Sigma)F+\cdots=\frac F{1-(u-\Sigma)F}
=\frac1{F^{-1}+\Sigma-u}.
\end{equation}
The CPA demands that the average over this one site restore the medium:
\begin{equation}
\langle g\rangle=F .\label{eq:cpa}
\end{equation}

\section{The product as part of one resolvent}

A product of two resolvents can be averaged by the same rule after doubling the space. For a nonrandom, translation-invariant vertex $w$, direct multiplication verifies
\begin{equation}
\begin{pmatrix}z_1-H&-\lambda w\\0&z_2-H\end{pmatrix}^{-1}
=\begin{pmatrix}G(z_1)&\lambda G(z_1)wG(z_2)\\0&G(z_2)\end{pmatrix}.
\end{equation}
The random level enters as $u$ times the $2\times2$ unit matrix, so this is again a site-disorder problem. Its self-energy has the form
\begin{equation}
\begin{pmatrix}\Sigma_1&\lambda\gamma\\0&\Sigma_2\end{pmatrix},
\end{equation}
where subscripts 1 and 2 denote $z_1$ and $z_2$. The diagonal elements are the ordinary ones, since inversion of a triangular matrix does not mix them with $\lambda$. Inverting the medium gives
\begin{equation}
\langle G(z_1)wG(z_2)\rangle=\bar G_1(w+\gamma)\bar G_2 .
\end{equation}
Thus $\gamma$ is the CPA vertex correction.

To find it, apply \eqref{eq:cpa} to the matrices. The upper-right element of the local medium resolvent is $\lambda X$, with
\begin{equation}
X=S_w+\gamma A,\qquad
S_w=\langle\bar G_1w\bar G_2\rangle_{\mathbf k},\qquad
A=\langle\bar G_1\bar G_2\rangle_{\mathbf k}.
\end{equation}
Its inverse has upper-right element $-\lambda X/(F_1F_2)$. The matrix to be inverted for the true site therefore has diagonal elements $1/g_1$, $1/g_2$ and upper-right element $\lambda[\gamma-X/(F_1F_2)]$. Inverting it introduces a factor $-g_1g_2$. The condition becomes
\begin{equation}
\langle g_1g_2\rangle\left(\frac X{F_1F_2}-\gamma\right)=X .
\end{equation}
Dividing by $\langle g_1g_2\rangle$ and solving for $\gamma$,
\begin{equation}
\gamma=LX,\quad L=\frac1{F_1F_2}-\frac1{\langle g_1g_2\rangle},
\qquad (1-LA)\gamma=LS_w .\label{eq:vertex}
\end{equation}

\section{Why the velocity correction vanishes}

A zero source $S_v$ proves $\gamma=0$ if $1-LA$ is nonzero, so this factor has to be evaluated. Let $\Delta Q=Q_1-Q_2$. The difference
\begin{equation}
D=\frac1{g_1}-\frac1{g_2}=\frac1{F_1}-\frac1{F_2}+\Delta\Sigma
\end{equation}
does not contain $u$. Since $g_1g_2=(g_2-g_1)/D$, averaging gives $\langle g_1g_2\rangle=-\Delta F/D$, and
\begin{equation}
\frac1{\langle g_1g_2\rangle}
=-\frac1{\Delta F}\left(-\frac{\Delta F}{F_1F_2}+\Delta\Sigma\right)
=\frac1{F_1F_2}-\frac{\Delta\Sigma}{\Delta F}.
\end{equation}
Hence $L=\Delta\Sigma/\Delta F$. For the other factor,
\begin{equation}
\bar G_1\bar G_2=\frac{\bar G_1-\bar G_2}{\bar G_2^{-1}-\bar G_1^{-1}}
\quad\Rightarrow\quad
A=\frac{\Delta F}{\Delta\Sigma-\Delta z}.
\end{equation}
Combining the two,
\begin{equation}
1-LA=\frac{\Delta z}{\Delta z-\Delta\Sigma}.
\end{equation}
At $z_{1,2}=E\pm i\eta$ we have $\Delta z=2i\eta$ and $\Delta\Sigma=-2i|\operatorname{Im}\Sigma|$, so
\begin{equation}
1-LA=\frac{\eta}{\eta+|\operatorname{Im}\Sigma|}>0\qquad(\eta>0).
\end{equation}
For $z_1=z_2$ the limiting value is $1/(1-d\Sigma/dz)$. It is nonzero where the derivative is finite; an isolated zero of $\langle g^2\rangle$ is handled by continuity.

It remains to evaluate the source. If $\varepsilon(-\mathbf k)=\varepsilon(\mathbf k)$, the integrand $v\bar G_1\bar G_2$ is odd and $S_v=0$. Parity is sufficient but not necessary. With $\zeta_j=z_j-\Sigma_j$ and $\zeta_1\ne\zeta_2$, define
\begin{equation}
h(\varepsilon)=\frac{\ln(\zeta_1-\varepsilon)-\ln(\zeta_2-\varepsilon)}{\zeta_1-\zeta_2},
\qquad
\frac{dh}{d\varepsilon}=\frac1{(\zeta_1-\varepsilon)(\zeta_2-\varepsilon)} .
\end{equation}
Each logarithm stays on one branch, because $\varepsilon$ is real and $\zeta_j$ is not. Therefore
\begin{equation}
v\bar G_1\bar G_2=\frac{\partial\varepsilon}{\partial k}\frac{dh}{d\varepsilon}
=\frac{\partial h}{\partial k}.
\end{equation}
This derivative of a periodic function integrates to zero over the zone. For $\zeta_1=\zeta_2=\zeta$, use $h=1/(\zeta-\varepsilon)$. Thus
\begin{equation}
\boxed{\langle G(z_1)vG(z_2)\rangle=\bar G_1v\bar G_2}
\end{equation}
in the single-band CPA.

The order of limits matters inside the alloy band, where $\operatorname{Im}\Sigma$ stays finite as $\eta\to0$. There $1-LA$ vanishes: this is the diffusion pole. Directly at $\eta=0$, \eqref{eq:vertex} would read $0\cdot\gamma=0$ and leave $\gamma$ undetermined. The factor also vanishes at a pole of $\Sigma$ in the gap of a split band. At every $\eta>0$ the correction is zero, and so is its limit.

The unit vertex shows the pole at work. There $S_1=A$, and
\begin{equation}
\gamma=\frac{LA}{1-LA}=-\frac{\Delta\Sigma}{\Delta z}
=\frac{|\operatorname{Im}\Sigma|}{\eta},
\end{equation}
which is the Ward identity and, inside the band, diverges as $\eta\to0$. For a chain with $\delta=1.5$, $x=0.3$, $E=-0.8$ and $\eta=0.3$, in units of the hopping, where $|\operatorname{Im}\Sigma|=0.2073$, it gives $0.691$, as does the direct doubled calculation. The vertex $\cos k$ acquires a correction of $0.352$. The velocity correction falls below $10^{-12}$, the tolerance of the iteration, from a nonzero starting value, for an even band and for a skewed one.

\section{What the CPA leaves out}

An exact configuration average defines the correction
\begin{equation}
\Gamma=\langle G_1\rangle^{-1}\langle G_1vG_2\rangle\langle G_2\rangle^{-1}-v .
\end{equation}
For an even band, reflection about site $i$ preserves the statistical ensemble and reverses $v$. Hence $\Gamma_{ii}=-\Gamma_{ii}=0$. Reflection does not force the intersite elements to vanish. On a ring of eight sites with $\delta=2$, $x=0.3$ and $z_{1,2}=0.3\pm0.5i$ in units of the hopping, averaged over all $2^8$ configurations, the site-diagonal part is zero to rounding, while the largest intersite element is $0.0305$ in units of hopping times lattice constant. Its size depends on the length of the ring, so it is an example of a nonzero correction and not an estimate for a long chain. The cancellation of the whole correction thus belongs to the single-site approximation.

The total error of the CPA product can still be small. In disordered cubic cells of 512 sites, exactly half of them B (a fixed composition rather than independent sites), with level difference 2, $E=0$ and broadening $0.5$ in units of the hopping, $\langle v\operatorname{Im}G\,v\operatorname{Im}G\rangle$ per site is $0.474\pm0.003$. The CPA product gives $0.474$ on the same momentum grid. The comparison tests the averaged resolvents and the missing vertex correction together, so errors of the two may partly cancel. It is made at finite broadening and does not establish the dc limit of the cells.

Two extensions fall outside the proof. Random hopping makes $v$ itself random. With several orbitals per site, the source is a matrix, and parity permits elements between orbitals of opposite parity.

\section{From absorption to conductivity}

Apply a field $\mathcal E_0\cos\omega t$ along $x$. For an electron of charge $-1$, the linear coupling is $v_x\mathcal A(t)$ with $\mathcal A=-(\mathcal E_0/\omega)\sin\omega t$. The part that absorbs a quantum $\omega$ has a matrix element of magnitude $\mathcal E_0|v_{nm}|/(2\omega)$. The golden rule, with net occupation $f_m-f_n$ and two spins, gives the absorbed power per volume:
\begin{equation}
\frac{2}{\Omega}\sum_{mn}\omega\,2\pi\frac{\mathcal E_0^2}{4\omega^2}
|v_{nm}|^2(f_m-f_n)\delta(E_n-E_m-\omega)
=\frac{\sigma(\omega)\mathcal E_0^2}{2}.
\end{equation}
Consequently
\begin{equation}
\sigma(\omega)=\frac{2\pi}{\Omega}\sum_{mn}|v_{nm}|^2
\frac{f_m-f_n}{\omega}\delta(E_n-E_m-\omega).
\end{equation}
Take the infinite volume first and then $\omega\to0$. At zero temperature the occupation quotient becomes $\delta(E_F-E_m)$, and
\begin{equation}
\sigma=\frac{2\pi}{\Omega}\operatorname{Tr}
[v_x\delta(E_F-H)v_x\delta(E_F-H)].
\end{equation}
This is the Kubo--Greenwood formula. Let $G^\pm=G(E_F\pm i0)$ and $\operatorname{Im}G=(G^+-G^-)/(2i)$, so that $\delta(E_F-H)=-\operatorname{Im}G/\pi$. The product to be averaged is
\begin{equation}
\operatorname{Im}G\,v\operatorname{Im}G=-\tfrac14
(G^+vG^+-G^+vG^--G^-vG^++G^-vG^-).
\end{equation}
The vertex correction is zero in each term. For $N$ sites of a simple cubic lattice, $\Omega=Na^3$ and
\begin{equation}
\sigma=\frac{2}{\pi a^3}\left\langle v_x^2(\operatorname{Im}\bar G)^2\right\rangle_{\mathbf k}.
\label{eq:sigma}
\end{equation}

For nearest-neighbour hopping,
\begin{equation}
\varepsilon=-2t(\cos k_xa+\cos k_ya+\cos k_za),\qquad v_x=2ta\sin k_xa .
\end{equation}
With $\zeta=E_F-\Sigma$, use $(\operatorname{Im}\bar G)^2=\frac12(|\bar G|^2-\operatorname{Re}\bar G^2)$. The first part follows from
\begin{equation}
|\bar G|^2=\frac{\bar G-\bar G^*}{\zeta^*-\zeta}
=-\frac{\operatorname{Im}\bar G}{\operatorname{Im}\zeta}.
\end{equation}
For the second, $v_x\bar G^2=\partial\bar G/\partial k_x$. Integration by parts and cubic symmetry give
\begin{equation}
\langle v_x^2\bar G^2\rangle_{\mathbf k}
=-\left\langle\frac{\partial^2\varepsilon}{\partial k_x^2}\bar G\right\rangle_{\mathbf k}
=\frac{a^2}{3}\langle\varepsilon\bar G\rangle_{\mathbf k}
=\frac{a^2}{3}(\zeta F-1).
\end{equation}
The last step uses $\varepsilon\bar G=\zeta\bar G-1$.

\section{Weak scattering: the Nordheim form}

Equation \eqref{eq:cpa} is equivalent to $\langle q/(1-qF)\rangle=0$ with $q=u-\Sigma$. Write $\Sigma=x\delta+s$. The central moments of the level are
\begin{equation}
\mu_2=x(1-x)\delta^2,\qquad \mu_3=x(1-x)(1-2x)\delta^3 .
\end{equation}
Expanding the condition, with $s=O(\delta^2)$, gives $-s+\mu_2F+\mu_3F^2=O(\delta^4)$. At fixed filling the Fermi level moves with the mean level $x\delta$ up to $O(\delta^2)$, so $F$ may be replaced by its clean value $F_0$ at this order. Let $g_0=-\operatorname{Im}F_0/\pi$ be the clean density of states per spin and site. Then
\begin{equation}
|\operatorname{Im}\Sigma|=\pi g_0x(1-x)\delta^2
[1+2\delta(1-2x)\operatorname{Re}F_0+O(\delta^2)].
\end{equation}

Define $\Phi=\langle v_x^2\delta(E-\varepsilon)\rangle_{\mathbf k}$ at the clean Fermi level, and let $\gamma_s=|\operatorname{Im}\Sigma|$. If $\Phi$ varies little over an energy $\gamma_s$, the squared spectral peak contributes
\begin{equation}
\int d\varepsilon\,\frac{\gamma_s^2}{[(E-\varepsilon)^2+\gamma_s^2]^2}
=\frac{\pi}{2\gamma_s}.
\end{equation}
Equation \eqref{eq:sigma} becomes $\sigma=\Phi/(a^3\gamma_s)$. This is the Boltzmann form $2\Phi\tau/a^3$ with $\tau=1/(2\gamma_s)$: the lifetime of a momentum state is also the transport time. Therefore
\begin{equation}
\rho\simeq Cx(1-x)[1+2\delta(1-2x)\operatorname{Re}F_0],\qquad
C=\frac{\pi a^3\delta^2g_0}{\Phi}.\label{eq:nord}
\end{equation}
The factor $x(1-x)$ is the variance of the site occupation.

\section{The dilute limit at any level difference}

Keep $\delta$ finite and let $x\to0$ instead. To first order in $x$, the CPA condition gives $\Sigma=x\tau_0$, where
\begin{equation}
\tau_0=\frac{\delta}{1-\delta F_0},\qquad
\operatorname{Im}\tau_0=\frac{\delta^2\operatorname{Im}F_0}{|1-\delta F_0|^2}.
\end{equation}
Since $\gamma_s$ is again small,
\begin{equation}
\frac{\rho}{x}\to\frac{C}{|1-\delta F_0|^2}\quad(x\to0),\qquad
\frac{\rho}{1-x}\to\frac{C}{|1+\delta F_0|^2}\quad(x\to1).\label{eq:dilute}
\end{equation}
At the B-rich end the host level is $\delta$ and an A impurity lies $\delta$ below it, which reverses the sign. If $\delta>0$ and $\operatorname{Re}F_0<0$, the B-rich slope is the larger one.

\section{A model cubic alloy}

Take $t=0.04$ hartree, $a=5$ bohr and $0.7$ electrons per atom at every composition. The filling is fixed through
\begin{equation}
N(E)=\frac12+\frac1\pi\int_0^\infty\operatorname{Re}F(E+iy)\,dy
\end{equation}
per spin. A state at energy $\epsilon$ contributes $\frac12\operatorname{sgn}(E-\epsilon)$ to the second term, so the sum is one below $E$ and zero above. The condition is $N(E_F)=0.35$.

The clean crystal has $E_F=-0.0420$ hartree, $g_0=3.580$ hartree$^{-1}$, $\Phi=0.3078$ hartree bohr$^2$ and $F_0=-2.582-11.246i$ hartree$^{-1}$. For $\delta=0.02$ hartree,
\begin{equation}
C=\frac{\pi(5)^3(0.02)^2(3.580)}{0.3078}=1.827\ \text{a.u.}
\end{equation}
At $x=0.5$, $C/4=0.457$ a.u.; the full CPA gives $0.458$ a.u., or $10.0\ \mu\Omega\,$cm. This is the largest tabulated value.

The curve is slightly skewed. Its ratio to $Cx(1-x)$ is $0.895$ at $x=0.1$ and $1.054$ at $x=0.9$. The leading factor in \eqref{eq:nord} gives $0.917$ and $1.083$. Its difference between the ends, $0.165$, is slightly above the CPA value of $0.159$, but it misses a reduction common to both ratios. That reduction is of order $\delta^2$ and depends on composition: the mean of the two CPA ratios lies $0.026$ below one, while at $x=0.5$ the ratio is $1.003$. In the dilute limit \eqref{eq:dilute} gives it in closed form. The even term $\delta^2|F_0|^2=0.053$ in the denominators, partly offset by the square of the odd term, lowers the mean of the two limits by $0.041$. The limiting ratios are
\begin{equation}
\frac1{1+0.103+0.053}=0.865,\qquad
\frac1{1-0.103+0.053}=1.053 .
\end{equation}

For $\delta=0.08$ hartree, $C$ is sixteen times larger, $29.23$ a.u. Now $\delta F_0=-0.2065-0.8997i$, and the dilute slopes are
\begin{equation}
\frac{29.23}{(1.2065)^2+(0.8997)^2}=12.90,\qquad
\frac{29.23}{(0.7935)^2+(0.8997)^2}=20.31\ \text{a.u.}
\end{equation}
Slopes extrapolated from the full CPA agree to better than $0.1\%$. The largest tabulated resistivity moves to $x=0.6$, where it is $8.27$ a.u., or $180\ \mu\Omega\,$cm. The ratio to $Cx(1-x)$ runs from $0.51$ at $x=0.1$ to $1.20$ at $x=0.7$, then falls to $0.85$ at $x=0.9$. The dilute slopes explain the inequality of the ends; they do not by themselves fix the position of the maximum.

A mean free path indicates how far to trust the two curves. The clean root-mean-square speed is $\sqrt{3\Phi/g_0}=0.508$ a.u. At $x=0.5$ the printed self-energies give
\begin{equation}
\ell\simeq\frac{0.508}{2(0.00113)}\simeq225\ \text{bohr},\qquad
\ell\simeq\frac{0.508}{2(0.01825)}\simeq14\ \text{bohr}
\end{equation}
for the weak and strong alloys, or about 45 and 3 lattice constants. In the second case the neglected interference between sites needs a separate estimate. The model has one orbital per site and the same hopping and electron count at every composition, and it omits lattice vibrations, charge transfer and short-range order. These are residual resistivities of the stated model, not of alloys with several bands at the Fermi level or with constituents of different valence. The full composition table is in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
VERTEX TESTS (energies in units of the hopping)
chain: E = -0.8, eta = 0.3, level B = 1.5, x = 0.3
largest velocity vertex correction, 4 cases: 6.9e-13
|Im self-energy| of chain: 0.20730
1 - L A (dimensionless): 0.59137
correction to vertex cos k, doubled CPA: 0.351763
correction to vertex cos k, formula:     0.351763
correction to unit vertex, doubled CPA:  0.690994
exact ring of 8 sites, level B = 2, x = 0.3, E = 0.3, eta = 0.5
  largest site-diagonal correction: 1.3e-15
  largest intersite correction:     0.0305
cells of 512 sites, 16 samples, level B = 2, x = 0.5, E = 0, eta = 0.5
  <v ImG v ImG> per site, cells: 0.47362 +- 0.00273
  same quantity, CPA bubble:     0.47374
CUBIC ALLOY (atomic units)
hopping = 0.04 hartree, lattice constant = 5.0 bohr
electrons per atom = 0.7
clean Fermi level = -0.04200 hartree
clean density of states g = 3.5798 per hartree, spin, site
transport function Phi = 0.3078 hartree bohr^2
Re F0 = -2.5817, Im F0 = -11.2464 per hartree
level difference 0.008 hartree: rho/(C x(1-x)) at x = 0.5: 1.0005
  ratio(0.2) - ratio(0.8): CPA -0.0496, leading order -0.0496
Nordheim coefficient C for 0.02 hartree: 1.8268 a.u.
Nordheim coefficient C for 0.08 hartree: 29.2281 a.u.
x | rho(0.02), ratio to C x(1-x) | rho(0.08), ratio  [rho in a.u.]
0.1 | 0.1471, 0.8950 | 1.3364, 0.5080
0.2 | 0.2703, 0.9247 | 2.7750, 0.5934
0.3 | 0.3657, 0.9532 | 4.3211, 0.7040
0.4 | 0.4295, 0.9797 | 5.9388, 0.8466
0.5 | 0.4583, 1.0034 | 7.4483, 1.0193
0.6 | 0.4487, 1.0235 | 8.2653, 1.1783
0.7 | 0.3986, 1.0391 | 7.3718, 1.2010
0.8 | 0.3067, 1.0494 | 4.8961, 1.0470
0.9 | 0.1733, 1.0540 | 2.2421, 0.8523
largest tabulated rho, 0.02 hartree: x = 0.5, 0.4583 a.u. = 9.96 micro-ohm cm
  at x = 0.5: Fermi level -0.03226 hartree, |Im self-energy| 0.001129 hartree
largest tabulated rho, 0.08 hartree: x = 0.6, 8.2653 a.u. = 179.69 micro-ohm cm
  at x = 0.5: Fermi level -0.00693 hartree, |Im self-energy| 0.018250 hartree
dilute slope, 0.08 hartree, A-rich: CPA 12.9010, t matrix 12.9030 a.u.
dilute slope, 0.08 hartree, B-rich: CPA 20.3028, t matrix 20.3104 a.u.
1 a.u. of resistivity = 21.7398 micro-ohm cm
\end{verbatim}
